# Gate-input resistance of a zero-bias MOS channel in N lumped sections

## Problem

An n-channel MOS transistor is in strong inversion with zero drain-source bias. Source, drain and body are at small-signal ground. A small voltage of amplitude $v_g$ and time factor $e^{j\omega t}$ is applied to the gate. The channel has total resistance $R$ from source to drain and total gate-channel capacitance $C$, both uniformly distributed. The gate electrode, contacts, overlap regions and channel-body capacitance are left out until part (e). Define

$$x=\omega RC,\qquad Z=\frac{v_g}{I},$$

where $I$ is the current entering the gate. The *input series resistance* is $\operatorname{Re}Z$, and its low-frequency value is the limit $x\to0$.

(a) Derive the equation of the distributed channel and find its low-frequency input series resistance.

(b) Divide the channel into $N$ equal sections, each modelled as a quasi-static transistor: a resistance $R/N$ with a capacitance $C/(2N)$ to the gate at each end. Show that the low-frequency input series resistance falls below the distributed value by the fraction $1/N^2$, and identify the missing dissipation.

(c) Find $Z$ for both models at any frequency. Confirm (a) and (b), and examine how the $1/N^2$ law fails as the frequency rises.

(d) Repeat the low-frequency calculation for sections with the capacitor in the middle, and for the sections of (b) with the drain open.

(e) Evaluate the results at 10 MHz for a channel 20 µm long and 100 µm wide, with a 50 nm oxide, a mobility of 600 cm²/Vs and a gate overdrive of 2 V. Estimate what the omitted effects do.

## Solution

### (a) The distributed channel

Let $y$ be the distance from the source, $L$ the length, $W$ the width and $c$ the oxide capacitance per area. In strong inversion the magnitude of the mobile charge per area is $Q=c(V_G-V_T-V)$, where $V$ is the channel potential and $V_T$ the threshold voltage. The current towards the drain is

$$i=-W\mu Q\frac{\partial V}{\partial y}.$$

Write $V=V_0+\phi$ and $Q=Q_0+\delta Q$, where $\phi$ and $\delta Q$ are small. To first order,

$$i=-W\mu\left(Q_0\frac{d\phi}{dy}+\delta Q\,\frac{dV_0}{dy}\right).$$

At zero drain bias $V_0$ is constant, so the second term vanishes. For the same reason $Q_0$ does not depend on $y$. The channel is therefore a uniform resistor with $R=L/(W\mu Q_0)$. With $u=y/L$ and a prime for $d/du$,

$$i=-\frac{1}{R}\phi'. \tag{1}$$

The displacement current from the gate enters the channel along its length, and current conservation gives

$$i'=j\omega C\,(v_g-\phi). \tag{2}$$

Inserting (1) in (2) and multiplying by $-R$,

$$\phi''=jx\,(\phi-v_g),\qquad \phi(0)=\phi(1)=0. \tag{3}$$

The total gate current is the integral of (2), $I=i(1)-i(0)$.

For small $x$, equation (3) makes $\phi$ of order $x\,v_g$. To leading order (2) then reads $i'=j\omega Cv_g=I$: the gate charges the channel uniformly, and $i=Iu+\text{const}$. The constant follows from the equal end potentials. Integrating (1),

$$\int_0^1 i\,du=-\frac{\phi(1)-\phi(0)}{R}=0
\quad\Rightarrow\quad i(u)=I\left(u-\tfrac12\right). \tag{4}$$

Half of the current leaves through the source, where $i=-I/2$, and half through the drain. None crosses the middle of the channel.

The resistance follows from a power balance. The gate source delivers the mean power $\tfrac12\operatorname{Re}(v_gI^*)=\tfrac12|I|^2\operatorname{Re}Z$. The grounded ends deliver none, because their potential is zero, and the capacitances absorb none on average. All of this power is dissipated in the channel:

$$|I|^2\operatorname{Re}Z=R\int_0^1|i|^2\,du. \tag{5}$$

Since $x$ enters (3) only as $jx$, the ratio $i/I$ is a power series in $jx$ with real coefficients. Its first correction to (4) is imaginary and changes $|i/I|^2$ only at order $x^2$. Hence

$$\operatorname{Re}Z\to R\int_0^1\left(u-\tfrac12\right)^2du
=R\left[\frac{(u-\frac12)^3}{3}\right]_0^1=\frac{R}{12}. \tag{6}$$

### (b) N quasi-static sections

The section model has a simple origin. If the potential varies linearly between the end values $\phi_a$ and $\phi_b$ of a section, its mean is $(\phi_a+\phi_b)/2$, and the gate charge of the section is

$$\frac CN\left(v_g-\frac{\phi_a+\phi_b}{2}\right)=\frac{C}{2N}(v_g-\phi_a)+\frac{C}{2N}(v_g-\phi_b).$$

This is the charge of two equal capacitors, one at each end. A different sharing of the channel charge between the ends could add currents proportional to $\phi_a-\phi_b$. These are smaller than the gate-driven currents by a factor of order $x$ and do not affect the low-frequency limit.

Number the nodes $k=0,\dots,N$, with nodes $0$ and $N$ grounded. Each interior node joins two half-capacitors and so has $C/N$ to the gate; each end node has $C/(2N)$. At low frequency the gate current divides in proportion to capacitance, and each interior node receives $I/N$. The current in the end capacitors goes directly to ground without passing through any channel resistance.

Let $i_k$ be the current from node $k-1$ to node $k$. At the interior nodes $i_{k+1}-i_k=I/N$, so $i_k=i_1+(k-1)I/N$. The ends are at equal potential, so the voltage drops sum to zero:

$$\sum_{k=1}^N i_k=Ni_1+\frac IN\,\frac{N(N-1)}2=0
\quad\Rightarrow\quad i_1=-\frac{N-1}{2N}I.$$

Therefore

$$i_k=\frac{2k-1-N}{2N}\,I=I\left(\frac{k-\frac12}{N}-\frac12\right). \tag{7}$$

This is the distributed current (4) at the middle of section $k$. Because (4) is linear, it is also the average of the distributed current over that section.

The power balance now gives

$$R_N=\frac RN\sum_{k=1}^N\frac{(2k-1-N)^2}{4N^2}. \tag{8}$$

Expand the square and use $\sum k=N(N+1)/2$ and $\sum k^2=N(N+1)(2N+1)/6$:

$$\begin{aligned}
\sum_{k=1}^N(2k-1-N)^2
&=4\sum k^2-4(N+1)\sum k+N(N+1)^2\\
&=\tfrac23N(N+1)(2N+1)-N(N+1)^2\\
&=N(N+1)\,\frac{4N+2-3N-3}{3}=\frac{N(N^2-1)}{3}.
\end{aligned}$$

Hence

$$R_N=\frac{R}{4N^3}\,\frac{N(N^2-1)}3=\frac R{12}\left(1-\frac1{N^2}\right),
\qquad \frac{R/12-R_N}{R/12}=\frac1{N^2}. \tag{9}$$

The missing dissipation lies inside the sections. In the distributed channel the current in section $k$ is $i_k+It$, where $t$ is the distance from the section's middle in units of $L$, running from $-1/(2N)$ to $1/(2N)$. The cross term $2i_kIt$ integrates to zero, which leaves

$$R\int_{-1/2N}^{1/2N}|i_k+It|^2dt=\frac RN|i_k|^2+\frac{R|I|^2}{12N^3}.$$

The lumped section keeps the first term and loses the second. Over $N$ sections the loss is $R|I|^2/(12N^2)$, which is the deficit in (9).

For $N=1$ both capacitors connect the gate to grounded nodes, no current flows in the channel resistor, and $R_1=0$. A single quasi-static transistor of this kind has no channel contribution to the input resistance at zero drain bias. Two sections already give three quarters of the distributed value.

### (c) Any frequency

**Distributed channel.** Let $\psi=v_g-\phi$ and $q^2=jx$. Equation (3) becomes $\psi''=q^2\psi$ with $\psi(0)=\psi(1)=v_g$. The solution symmetric about the middle is

$$\psi=v_g\frac{\cosh[q(u-\frac12)]}{\cosh(q/2)}.$$

Then

$$I=j\omega C\int_0^1\psi\,du=j\omega C\,v_g\,\frac2q\tanh\frac q2,
\qquad Z=\frac{1}{j\omega C}\,\frac q2\coth\frac q2. \tag{10}$$

Use $z\coth z=1+z^2/3-z^4/45+2z^6/945-\dots$ with $z=q/2$, so that $z^2=jx/4$, $z^4=-x^2/16$ and $z^6=-jx^3/64$. With $1/(j\omega C)=R/(jx)$,

$$Z=\frac R{jx}\left(1+\frac{jx}{12}+\frac{x^2}{720}-\frac{jx^3}{30240}+\dots\right),$$

$$\operatorname{Re}Z=\frac R{12}\left(1-\frac{x^2}{2520}+\dots\right). \tag{11}$$

**Ladder.** In terms of $\psi_k=v_g-\phi_k$ the branch current is $i_k=(N/R)(\psi_k-\psi_{k-1})$. Current balance at an interior node, $i_{k+1}-i_k=j\omega(C/N)\psi_k$, gives

$$\psi_{k+1}-2\psi_k+\psi_{k-1}=\frac{q^2}{N^2}\psi_k.$$

The symmetric solution with $\psi_0=\psi_N=v_g$ is

$$\psi_k=v_g\frac{\cosh[(k-N/2)\theta]}{\cosh(N\theta/2)},\qquad
2\cosh\theta-2=4\sinh^2\frac\theta2=\frac{q^2}{N^2}. \tag{12}$$

The gate current is that of the two end capacitors, $j\omega Cv_g/N$ in total, plus that of the interior nodes, $i_N-i_1=(2N/R)(v_g-\psi_1)$ by symmetry. Expanding $\cosh(N\theta/2-\theta)$ in $\psi_1$,

$$v_g-\psi_1=v_g\left(1-\cosh\theta+\sinh\theta\tanh\frac{N\theta}2\right).$$

Since $1-\cosh\theta=-q^2/(2N^2)$, its contribution to the current is $-q^2v_g/(NR)=-j\omega Cv_g/N$, which cancels the end-capacitor current. In the remaining term,

$$\sinh\theta=2\sinh^2\frac\theta2\coth\frac\theta2=\frac{q^2}{2N^2}\coth\frac\theta2,$$

so that

$$I=\frac{j\omega C}{N}\,v_g\tanh\frac{N\theta}2\coth\frac\theta2,\qquad
Z_N=\frac N{j\omega C}\tanh\frac\theta2\coth\frac{N\theta}2. \tag{13}$$

For small $a=\theta/2$,

$$N\tanh a\coth Na=N\left(a-\frac{a^3}3\right)\left(\frac1{Na}+\frac{Na}3\right)+\dots
=1+\frac{N^2-1}3a^2+\dots$$

By (12), $a^2=jx/(4N^2)$ to leading order. Dividing by $j\omega C$ gives $R(N^2-1)/(12N^2)$ for the resistance, in agreement with (9).

**Rising frequency.** The case $N=2$ can be written out. Since $\coth2a=(1+\tanh^2a)/(2\tanh a)$, equation (13) becomes $Z_2=(1+\tanh^2a)/(j\omega C)$. With $\sinh^2a=jx/16$, $\tanh^2a=(jx/16)/(1+jx/16)$, and

$$\operatorname{Re}Z_2=\operatorname{Re}\frac{R/16}{1+jx/16}=\frac{R/16}{1+x^2/256}. \tag{14}$$

Its relative frequency correction, $x^2/256$, is about ten times that in (11), so the deficit grows with frequency.

For general $N\ge2$ and $x\gg N^2$, the interior capacitors have a much smaller impedance than a resistor $R/N$, and the interior nodes follow the gate. The gate then sees two resistors $R/N$ to ground in parallel with the end capacitors. The admittance is $2N/R+j\omega C/N$, in which the second term dominates, so

$$\operatorname{Re}Z_N\approx\frac{2N/R}{(\omega C/N)^2}=\frac{2N^3}{x^2}R.$$

In the distributed channel at $x\gg1$, $\coth(q/2)\to1$ and $Z\to R/(2q)$. With $q=\sqrt x\,e^{j\pi/4}$ this gives $\operatorname{Re}Z\approx R/(2\sqrt{2x})$, a much slower fall. At fixed $N$ the missing fraction therefore tends to one, not to $1/N^2$.

### (d) Other sections, other terminations

**Capacitor in the middle.** Each section now has $C/N$ at its centre and $R/(2N)$ on either side. The two outermost half-resistors carry $\mp I/2$. The $N-1$ resistors $R/N$ between neighbouring capacitors carry $I(k/N-\frac12)$, $k=1,\dots,N-1$. The sum over $k=0,\dots,N$ is

$$\sum_{k=0}^N\left(\frac kN-\frac12\right)^2=(N+1)\left(\frac{2N+1}{6N}-\frac12+\frac14\right)=\frac{(N+1)(N+2)}{12N}.$$

Removing the two end terms, $\frac14$ each, leaves $(N^2-3N+2)/(12N)$. Therefore

$$R_N^{\rm mid}=2\,\frac R{2N}\,\frac14+\frac RN\,\frac{N^2-3N+2}{12N}
=\frac R{12}\left(1+\frac2{N^2}\right). \tag{15}$$

The error has the opposite sign and twice the size. The outermost half-resistors carry the full terminal current $I/2$ over their whole length, whereas the distributed current reaches that value only at the terminal. This adds $(3-1/N)\,R/(12N^2)$. The $N-1$ inner resistors each lose $R/(12N^3)$, as in (b), which removes $(1-1/N)\,R/(12N^2)$ and leaves the net excess $2R/(12N^2)$.

**Drain open.** The whole gate current now leaves through the source. At a distance $w$ from the drain, in units of $L$, the distributed current has magnitude $|I|w$, and the resistance is $R\int_0^1w^2dw=R/3$. With the sections of (b), the $k$th branch from the drain carries the current of one end capacitor and $k-1$ interior ones, $I(k-\frac12)/N$. Using $\sum_{k=1}^N(2k-1)^2=N(4N^2-1)/3$,

$$R_N^{\rm open}=\frac R{4N^3}\,\frac{N(4N^2-1)}3=\frac R3\left(1-\frac1{4N^2}\right). \tag{16}$$

The absolute loss is again $R/(12N^2)$, because the variation of current within a section is the same. It is a smaller fraction of a larger resistance. The fraction $1/N^2$ thus belongs to sections with a capacitor at each end and to a channel grounded at both ends.

### (e) A long-channel device

With a relative permittivity of 3.9, the 50 nm oxide has $c=69.06$ nF/cm². The sheet resistance is

$$\frac1{\mu c(V_G-V_T)}=\frac1{600\times6.906\times10^{-8}\times2}\ \Omega=12.07\ \text{k}\Omega\text{ per square}.$$

The channel is $20/100=0.2$ square, so $R=2413\ \Omega$. Its area is $2\times10^{-5}$ cm², so $C=1.381$ pF. Then $RC=3.333$ ns, $x=0.2094$ at 10 MHz, and $R/12=201.1\ \Omega$. By (11) the frequency correction to this value is about two parts in $10^5$.

| $N$ | $\operatorname{Re}Z_N$ (Ω) | missing fraction | $1/N^2$ |
|---|---|---|---|
| 1 | 0 | 1 | 1 |
| 2 | 150.80 | 0.25012 | 0.25 |
| 3 | 178.75 | 0.11115 | 0.11111 |
| 5 | 193.06 | 0.04001 | 0.04 |
| 10 | 199.09 | 0.01000 | 0.01 |

The fraction is relative to the distributed value at the same frequency. The small excess at $N=2$ is the frequency correction: (14) and (11) give $0.75\,(x^2/256-x^2/2520)\approx1.2\times10^{-4}$. An error of 1% needs ten sections, provided that $x$ is small.

At 1 GHz, $x=20.94$. With the channel-body capacitance still left out, the distributed value is 173.7 Ω and five sections give 152.8 Ω, a deficit of 12%, three times the low-frequency 4%. The quantity $\psi$ is now a sum of two parts, each decaying from one end over a length $L\sqrt{2/x}\approx0.31L$, and a section of length $0.2L$ is no longer short beside it. At such frequencies the deficit also depends on how the charge of a section is shared between its ends. If end $a$ is assigned $(C/N)(v_g/2-\phi_a/3-\phi_b/6)$, and end $b$ the mirror expression, the low-frequency fraction is still $1/N^2$, but five sections at 1 GHz fall short by 3.5% instead of 12%.

**Contacts and overlap.** Let each end have a contact resistance $R_c$, and let a total overlap capacitance $C_{ov}$ be shared equally between the ends. At low frequency the channel receives the part $C/(C+C_{ov})$ of the gate current, and by symmetry each contact carries $I/2$. The power balance gives

$$\operatorname{Re}Z\to\frac{R_c}2+\left(\frac C{C+C_{ov}}\right)^2\frac R{12}\left(1-\frac1{N^2}\right). \tag{17}$$

Overlap alone rescales both models equally and leaves the fraction unchanged; contact resistance dilutes it. A uniform channel-body capacitance draws a current proportional to $\phi$, which is already of order $x$, so it does not enter this limit. At 1 GHz it cannot be left out: for the rough doping used below it is about $0.49C$, and including it, with the body held ideally at ground, lowers the distributed value from 174 to about 74 Ω and raises the deficit for $N=5$ from 12% to about 21%. A real body is reached through a substrate resistance. A rough 150 Ω, comparable with the 235 Ω reactance of this capacitance at 1 GHz, changes these figures to about 87 Ω and 16%; at 10 MHz it has no appreciable effect.

Take a rough 1 µm of overlap per side, so that $C_{ov}=0.1C$, and $R_c=10\ \Omega$. An aluminium gate strip 0.5 µm thick, with a rough resistivity of 3 µΩ cm, has 0.3 Ω along the channel width. Fed from one end it contributes a third of this, 0.1 Ω, as in the open-drain case. The sum is $201.1/1.1^2+5+0.1=171.3\ \Omega$, and the deficit for $N=5$ becomes 3.9%.

**Comparison with real devices.** These parameters are rough values for a long-channel silicon transistor with thermal oxide and an aluminium gate; the channel is far longer than in scaled transistors. Of the omitted effects estimated at 300 K and 10 MHz, overlap moves the resistance most, by $-17\%$. In scaled devices contacts and overlap need not be small corrections, and a drain bias makes the channel non-uniform, so (9) cannot be carried over unchanged. If the mobility varies roughly as $T^{-1.5}$, warming to 350 K at fixed overdrive raises $R$ by 26% but leaves the low-frequency fraction $1/N^2$ unchanged. The finite inversion-layer capacitance lowers $C$ by about 2% in a classical estimate, and by about 3% when the quantisation of the inversion layer is included. For a rough acceptor doping of $10^{16}$ cm$^{-3}$, the depletion charge adds about 0.7 V to the 2 V that the mobile charge drops across the oxide. The oxide field is then $2.7\ \text{V}/50\ \text{nm}=0.54$ MV/cm (0.55 MV/cm if the band bending is allowed to exceed twice the bulk Fermi potential, which raises the depletion term to 0.75 V), about 5% of a rough breakdown field of 10 MV/cm, and a tunnelling exponent of several hundred makes gate leakage negligible. The electron density is 0.21 of the thermal density of the lowest subband, so degeneracy is weak. Carrier inertia enters through $\omega\tau\approx4\times10^{-6}$, where $\tau$ is the momentum relaxation time, and is negligible. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Channel length: 20 um
Channel width: 100 um
Oxide thickness: 50 nm
Mobility: 600 cm2/Vs
Gate overdrive: 2 V
Temperature: 300 K
Oxide capacitance per area: 69.06 nF/cm2
Channel sheet resistance: 12.07 kohm/square
Channel resistance R: 2413 ohm
Gate-channel capacitance C: 1.381 pF
Time constant RC: 3.333 ns
Distributed low-frequency value R/12: 201.1 ohm
Signal frequency: 10 MHz
omega*R*C at this frequency: 0.2094
Distributed Re Z at 10 MHz: 201.1 ohm
N=1: Re Z = 0.00 ohm, missing = 1.00000
N=2: Re Z = 150.80 ohm, missing = 0.25012
N=3: Re Z = 178.75 ohm, missing = 0.11115
N=5: Re Z = 193.06 ohm, missing = 0.04001
N=10: Re Z = 199.09 ohm, missing = 0.01000
omega*R*C at 1 GHz: 20.94
Distributed Re Z at 1 GHz: 173.7 ohm
N=5 Re Z at 1 GHz: 152.8 ohm
N=5 missing fraction at 1 GHz: 0.1201
Overlap length per side: 1 um
Overlap capacitance per side: 0.06906 pF
Contact resistance per side: 10 ohm
Aluminium gate resistivity: 3 uohm cm
Aluminium gate thickness: 0.5 um
Gate electrode contribution: 0.1 ohm
Re Z with parasitics, N=400: 171.3 ohm
N=5 missing fraction with parasitics: 0.03886
Acceptor doping: 1e+16 cm^-3
Body/oxide capacitance ratio: 0.49
Relative Re Z change from body: -0.00019
C reduction by inversion layer: 2 %
Oxide field: 0.541 MV/cm
Field / rough breakdown field: 0.054
Tunnelling exponent (WKB): 465
Channel electron density: 8.62e+11 cm^-2
Density / thermal subband density: 0.21
Carrier inertia, omega*tau: 4.1e-06
Warmer temperature of use: 350 K
R factor there, mobility ~ T^-1.5: 1.26
```
